\section*{The biaxial modulus of a cubic (001) film with a free surface}

\section{From the cubic energy to the biaxial modulus}

A crystalline film grown from the vapour on a thick crystal of the same structure can continue the lattice of the substrate without a break, even when its own lattice parameter is slightly different. The rows of atoms in the film then stand on the rows of the substrate, and the film takes over the in-plane spacing of the substrate. It is stretched or squeezed in two directions at once. Along the growth direction nothing holds it: above the film there is a gas, whose pressure, at most about $10^5$ Pa, is negligible beside stresses of the order of $10^9$ Pa. The film can therefore lower its energy by becoming thicker or thinner. How much elastic energy is left after it has done so, and what stress goes with it?

Let the film and the substrate both be cubic, with parallel cube axes, and let their interface be a (001) plane. The $x$ and $y$ axes lie in the interface along cube axes, and $z$ points along the growth direction. The unstrained lattice parameters, taken at the temperature of interest, are $a_{\mathrm f}$ for the film and $a_{\mathrm s}$ for the substrate. The substrate is taken to be so thick that it does not deform. A length $a_{\mathrm f}$ in the film plane becomes $a_{\mathrm s}$, so the in-plane strain of the film is
\begin{equation}
e = \frac{a_{\mathrm s} - a_{\mathrm f}}{a_{\mathrm f}} .
\label{eq:misfit}
\end{equation}
The reference state is the unstrained film. A film with the larger lattice parameter is compressed and has $e < 0$; a film with the smaller one is stretched and has $e > 0$. Surface energy, interface energy and dislocations are left out, and the film is treated as uniform.

In a uniform film the displacement of a material point is linear in its position. At the interface, $z = 0$, it must be the stretch imposed by the substrate. The most general linear displacement with this property is
\begin{equation}
u_x = e x + g_x z , \qquad u_y = e y + g_y z , \qquad u_z = g_z z ,
\label{eq:displacement}
\end{equation}
with three constants $g_x$, $g_y$ and $g_z$ that the substrate does not fix. For small deformations the strain tensor is $\varepsilon_{ij} = \frac12 ( \partial u_i / \partial x_j + \partial u_j / \partial x_i )$, which gives
\begin{equation}
\varepsilon_{xx} = \varepsilon_{yy} = e , \quad \varepsilon_{xy} = 0 , \quad
\varepsilon_{zz} = g_z , \quad \varepsilon_{xz} = \tfrac12 g_x , \quad \varepsilon_{yz} = \tfrac12 g_y .
\label{eq:strains}
\end{equation}
Three strain components are thus prescribed and three are free. The shear strains used here are tensor components, half of the change in the angle between two lines that were perpendicular.

The energy needed is the elastic energy per unit volume of the unstrained film, $u$, to second order in the strain. There is no first-order term, because the unstrained film is in equilibrium. A general quadratic form in six strain components has 21 coefficients, and cubic symmetry removes most of them. A half turn about $x$ reverses $y$ and $z$, so it changes the signs of $\varepsilon_{xy}$ and $\varepsilon_{xz}$ and leaves the other four components as they were. A half turn about $z$ changes the signs of $\varepsilon_{xz}$ and $\varepsilon_{yz}$. The energy is the same before and after such a rotation. A product of a normal strain and a shear strain changes sign under at least one of the two rotations, and so does a product of two different shear strains. All these products must be absent. What survives is the squares and products of the normal strains, and the squares of the shears. A rotation by one third of a turn about the cube diagonal $[111]$ permutes $x$, $y$ and $z$ cyclically, so the three terms of each kind have equal coefficients. With the usual names for the three remaining constants,
\begin{align}
u = {} & \tfrac12 C_{11} \left( \varepsilon_{xx}^2 + \varepsilon_{yy}^2 + \varepsilon_{zz}^2 \right)
+ C_{12} \left( \varepsilon_{xx} \varepsilon_{yy} + \varepsilon_{yy} \varepsilon_{zz} + \varepsilon_{zz} \varepsilon_{xx} \right) \nonumber \\
& + 2 C_{44} \left( \varepsilon_{xy}^2 + \varepsilon_{yz}^2 + \varepsilon_{zx}^2 \right) .
\label{eq:energy}
\end{align}

The numerical factors are fixed by the relation between stress and strain. When the strain changes slightly, the work done on unit volume is
\begin{equation}
du = \sum_{ij} \sigma_{ij} \, d\varepsilon_{ij}
= \sigma_{xx} d\varepsilon_{xx} + \sigma_{yy} d\varepsilon_{yy} + \sigma_{zz} d\varepsilon_{zz}
+ 2 \sigma_{xy} d\varepsilon_{xy} + 2 \sigma_{yz} d\varepsilon_{yz} + 2 \sigma_{zx} d\varepsilon_{zx} .
\label{eq:work}
\end{equation}
Each shear appears twice in the sum over $i$ and $j$, which is the origin of the factors 2. Differentiating Eq.~\eqref{eq:energy} and comparing with Eq.~\eqref{eq:work} gives, for example,
\begin{equation}
\sigma_{xx} = C_{11} \varepsilon_{xx} + C_{12} ( \varepsilon_{yy} + \varepsilon_{zz} ) , \qquad
2 \sigma_{xz} = 4 C_{44} \varepsilon_{xz} .
\label{eq:stress}
\end{equation}
The second relation is $\sigma_{xz} = C_{44} ( 2 \varepsilon_{xz} )$: the constant $C_{44}$ is the ratio of shear stress to the full change of angle. A positive stress is a tension.

The unstrained crystal must be stable, so $u$ must be positive for every nonzero strain. To see what this requires, write $t = \varepsilon_{xx} + \varepsilon_{yy} + \varepsilon_{zz}$ for the relative change of volume. The sum of the three products in Eq.~\eqref{eq:energy} is half of $t^2$ minus the sum of squares, so the normal-strain part of the energy is
\begin{equation}
u_{\mathrm n} = \tfrac12 ( C_{11} - C_{12} ) \sum_i \varepsilon_{ii}^2 + \tfrac12 C_{12} t^2 .
\label{eq:normalpart}
\end{equation}
Now split each normal strain into its mean and a remainder, $\varepsilon_{ii} = t/3 + d_i$, where $\sum_i d_i = 0$. The cross terms in the sum of squares cancel and $\sum_i \varepsilon_{ii}^2 = t^2/3 + \sum_i d_i^2$. The coefficient of $t^2$ becomes $\frac16 ( C_{11} - C_{12} ) + \frac12 C_{12} = \frac16 ( C_{11} + 2 C_{12} )$, and
\begin{equation}
u_{\mathrm n} = \tfrac12 ( C_{11} - C_{12} ) \sum_i d_i^2 + \tfrac16 ( C_{11} + 2 C_{12} ) t^2 .
\label{eq:split}
\end{equation}
The first term is the cost of a change of shape and the second the cost of a change of volume. They can be varied independently, so stability requires
\begin{equation}
C_{11} - C_{12} > 0 , \qquad C_{11} + 2 C_{12} > 0 , \qquad C_{44} > 0 .
\label{eq:stability}
\end{equation}
Adding twice the first combination to the second gives $3 C_{11}$, so $C_{11}$ is positive as well. The constant $C_{12}$ may have either sign.

The film settles at the values of the free strains that minimise $u$ while the in-plane strains stay fixed. By Eq.~\eqref{eq:work}, the derivatives of $u$ with respect to $\varepsilon_{zz}$, $\varepsilon_{xz}$ and $\varepsilon_{yz}$ are $\sigma_{zz}$, $2 \sigma_{xz}$ and $2 \sigma_{yz}$. Setting them to zero gives
\begin{equation}
\sigma_{xz} = \sigma_{yz} = \sigma_{zz} = 0 .
\label{eq:traction}
\end{equation}
These three stresses are the components of the force per unit area on a plane parallel to the surface. Minimum energy and a force-free surface are therefore one and the same condition. It holds through the whole depth of the film, not just at the top. Mechanical equilibrium requires $\sum_j \partial \sigma_{ij} / \partial x_j = 0$; in a film that is uniform along $x$ and $y$ this reduces to $\partial \sigma_{iz} / \partial z = 0$, and a quantity that is zero at the surface and does not vary with depth is zero everywhere.

The two free shears are dealt with first. They enter the energy through the term $2 C_{44} ( \varepsilon_{xz}^2 + \varepsilon_{yz}^2 )$ alone, with no coupling to the imposed strain. Since $C_{44} > 0$, the minimum is at $\varepsilon_{xz} = \varepsilon_{yz} = 0$. A lattice row that was perpendicular to the interface stays perpendicular to it, and the cubic cell becomes tetragonal.

With the shears gone, put $\varepsilon_{xx} = \varepsilon_{yy} = e$ into Eq.~\eqref{eq:energy}. The two in-plane squares give $\frac12 C_{11} \cdot 2 e^2 = C_{11} e^2$. The product $\varepsilon_{xx} \varepsilon_{yy}$ gives $C_{12} e^2$, and each of the other two products gives $C_{12} e \, \varepsilon_{zz}$. Hence
\begin{equation}
u ( e , \varepsilon_{zz} ) = ( C_{11} + C_{12} ) e^2 + 2 C_{12} e \, \varepsilon_{zz} + \tfrac12 C_{11} \varepsilon_{zz}^2 .
\label{eq:twovariables}
\end{equation}
The middle term is the one that makes relaxation worthwhile. It is linear in $\varepsilon_{zz}$, so a small normal strain of the right sign lowers the energy to first order, while its own cost is of second order. The derivative with respect to $\varepsilon_{zz}$ vanishes when
\begin{equation}
2 C_{12} e + C_{11} \varepsilon_{zz} = 0 ,
\qquad \text{so} \qquad
\varepsilon_{zz} = - \frac{2 C_{12}}{C_{11}} \, e .
\label{eq:normalstrain}
\end{equation}
The second derivative is $C_{11} > 0$, so this is a minimum. For positive $C_{12}$ a film squeezed in the plane grows thicker, and a stretched one grows thinner. The factor 2 is there because both in-plane strains push on the normal direction.

Completing the square in Eq.~\eqref{eq:twovariables} gives the minimum energy and the cost of missing the minimum together. The square
\begin{equation}
\tfrac12 C_{11} \left( \varepsilon_{zz} + \frac{2 C_{12}}{C_{11}} e \right)^{2}
= \tfrac12 C_{11} \varepsilon_{zz}^2 + 2 C_{12} e \, \varepsilon_{zz} + \frac{2 C_{12}^2}{C_{11}} e^2
\end{equation}
contains the last two terms of Eq.~\eqref{eq:twovariables} and one term too many, which has to be subtracted. Therefore
\begin{equation}
u ( e , \varepsilon_{zz} ) = M e^2
+ \tfrac12 C_{11} \left( \varepsilon_{zz} + \frac{2 C_{12}}{C_{11}} e \right)^{2} ,
\qquad
M = C_{11} + C_{12} - \frac{2 C_{12}^2}{C_{11}} .
\label{eq:modulus}
\end{equation}
The relaxed film has $u = M e^2$. The constant $M$ is the biaxial modulus for the (001) plane. Its first two terms describe a film whose thickness is held fixed, and the third is the part of that energy which relaxation removes. The removed part contains $C_{12}^2$, so it lowers the energy whatever the sign of $C_{12}$.

To see that $M$ is positive, bring it to a common denominator and factorise:
\begin{equation}
M = \frac{C_{11}^2 + C_{11} C_{12} - 2 C_{12}^2}{C_{11}}
= \frac{( C_{11} - C_{12} ) ( C_{11} + 2 C_{12} )}{C_{11}} .
\label{eq:factored}
\end{equation}
Multiplying out the numerator gives $C_{11}^2 + 2 C_{11} C_{12} - C_{12} C_{11} - 2 C_{12}^2$, as required. Each factor is positive by Eq.~\eqref{eq:stability}. The two factors are the stiffness against a change of shape and three times the bulk modulus, and the film needs both in order to resist. If $C_{11} - C_{12}$ tends to zero, $M$ does too: Eq.~\eqref{eq:normalstrain} then gives $\varepsilon_{zz} = - 2 e$, the volume is unchanged, and the change of shape costs nothing. If $C_{12} = 0$, the directions are uncoupled, the thickness does not respond, and $M = C_{11}$.

The in-plane stress follows from Eq.~\eqref{eq:stress} with the relaxed normal strain:
\begin{equation}
\sigma_{xx} = C_{11} e + C_{12} e + C_{12} \left( - \frac{2 C_{12}}{C_{11}} e \right) = M e ,
\label{eq:filmstress}
\end{equation}
and $\sigma_{yy}$ is the same by symmetry. The stress is $M e$ and the energy density is $M e^2$, without the factor $\frac12$ of a stretched spring. The reason is that two stresses do work. Along the relaxed path $\sigma_{zz} = 0$, so the change of thickness contributes nothing to Eq.~\eqref{eq:work}, and $du = \sigma_{xx} \, de + \sigma_{yy} \, de = 2 M e \, de$. Integration from zero gives $M e^2$, which is $\frac12 M e^2$ for each in-plane direction.

\section{Size, scope and limits of the modulus}

The film has in-plane strain $e = ( a_{\mathrm s} - a_{\mathrm f} ) / a_{\mathrm f}$ along both cube axes $x$ and $y$, where $a_{\mathrm f}$ and $a_{\mathrm s}$ are the unstrained lattice parameters of film and substrate, and a free surface normal to $z$. Its elastic constants are $C_{11}$, $C_{12}$ and $C_{44}$. The first half showed that the normal strain, the in-plane stress and the energy per unstrained volume are
\begin{equation}
\varepsilon_{zz} = - \frac{2 C_{12}}{C_{11}} e , \qquad \sigma = M e , \qquad u = M e^2 , \qquad
M = C_{11} + C_{12} - \frac{2 C_{12}^2}{C_{11}} ,
\label{eq:summary}
\end{equation}
and that a normal strain differing from this value by $\Delta$ adds $\frac12 C_{11} \Delta^2$ to $u$.

Round model parameters show the sizes involved. Take $C_{11} = 120$ GPa, $C_{12} = 50$ GPa, $C_{44} = 60$ GPa, $a_{\mathrm f} = 0.560$ nm, $a_{\mathrm s} = 0.550$ nm and an unstrained film thickness $h = 10$ nm. The film is compressed, with
\begin{equation}
e = \frac{0.550 - 0.560}{0.560} = - 0.01786 , \qquad
\varepsilon_{zz} = - \frac{2 \times 50}{120} \, e = - 0.8333 \, e = 0.01488 .
\end{equation}
The lattice parameter along the normal grows to $0.560 \times 1.01488 = 0.5683$ nm. The volume changes by $2 e + \varepsilon_{zz} = - 2.08\,\%$, so the expansion along the normal makes up for less than half of the in-plane contraction. The modulus and the stress are
\begin{equation}
M = 120 + 50 - \frac{2 \times 50^2}{120} = 170 - 41.7 = 128.3 \ \mathrm{GPa} , \qquad
\sigma = M e = - 2.29 \ \mathrm{GPa} .
\end{equation}
The energy density is $u = 128.3 \ \mathrm{GPa} \times ( 0.01786 )^2 = 40.9$ MJ/m$^3$. Multiplied by $h$, this is $0.409$ J per square metre of unstrained film. If the film has the diamond structure, with eight atoms in the cube of edge $a_{\mathrm f}$, the volume per atom is $0.560^3 / 8 = 0.02195$ nm$^3$ and the elastic energy is $5.6$ meV per atom. That is small for one atom, but the energy per area grows in proportion to the thickness. Above a critical thickness, misfit dislocations, which are left out here, lower the total energy. At a misfit near 2\,\% the usual equilibrium estimates put this thickness between about 2 and 10 nm for these constants, depending on the dislocation type, the shear modulus and the core cutoff assumed, so a film of 10 nm without dislocations would most likely be metastable.

Two simple guesses for the normal strain can be judged with the term $\frac12 C_{11} \Delta^2$. If the thickness is held fixed, $\varepsilon_{zz} = 0$ and $u / e^2 = C_{11} + C_{12} = 170$ GPa, which is 32\,\% above the relaxed value. If the volume is held fixed instead, $\varepsilon_{zz} = - 2 e$, and
\begin{equation}
\frac{u}{e^2} = ( C_{11} + C_{12} ) - 4 C_{12} + 2 C_{11} = 3 ( C_{11} - C_{12} ) = 210 \ \mathrm{GPa} ,
\end{equation}
which is 64\,\% above it. For these constants, conserving the volume is a worse guess than no relaxation at all. The reason lies in the distance from the minimum: the true ratio $\varepsilon_{zz} / e$ is $-0.83$, which is nearer to $0$ than to $-2$. The guess of constant volume becomes right for a nearly incompressible crystal. If $C_{11} + 2 C_{12}$ grows without limit at fixed $C_{11} - C_{12}$, then $C_{12} / C_{11}$ tends to 1, the relaxed ratio tends to $-2$, and $M$ tends to $3 ( C_{11} - C_{12} )$.

The same modulus can be written with Young's modulus $E$ and Poisson's ratio $\nu$, both taken here along the cube axes. Pull the crystal along $x$ and leave its sides free. By symmetry $\varepsilon_{yy} = \varepsilon_{zz}$, and the condition $\sigma_{yy} = 0$ reads $C_{12} \varepsilon_{xx} + ( C_{11} + C_{12} ) \varepsilon_{yy} = 0$. Hence
\begin{equation}
\nu = - \frac{\varepsilon_{yy}}{\varepsilon_{xx}} = \frac{C_{12}}{C_{11} + C_{12}} , \qquad
E = \frac{\sigma_{xx}}{\varepsilon_{xx}} = C_{11} - 2 \nu C_{12}
= \frac{( C_{11} - C_{12} ) ( C_{11} + 2 C_{12} )}{C_{11} + C_{12}} .
\end{equation}
In the film, two such tensions act together. The strain along $x$ is $\sigma / E$ from the stress along $x$ and $- \nu \sigma / E$ from the stress along $y$, so $e = ( 1 - \nu ) \sigma / E$. Since $1 - \nu = C_{11} / ( C_{11} + C_{12} )$,
\begin{equation}
\frac{\sigma}{e} = \frac{E}{1 - \nu} = \frac{( C_{11} - C_{12} ) ( C_{11} + 2 C_{12} )}{C_{11}} = M .
\end{equation}
In the example $E = 90.6$ GPa and $\nu = 0.294$, and their combination gives 128.3 GPa again. For positive $\nu$ the film is stiffer than a bar of the same crystal pulled along a cube axis, because each in-plane stress opposes the sideways strain that the other would cause.

The modulus $M$ belongs to equal in-plane strains. Suppose that they differ, $\varepsilon_{xx} = \bar e + \delta$ and $\varepsilon_{yy} = \bar e - \delta$. The normal strain couples to their sum, $2 \bar e$, so it relaxes to $- ( 2 C_{12} / C_{11} ) \bar e$ and lowers the energy by $2 C_{12}^2 \bar e^2 / C_{11}$ as before. The in-plane terms are $\frac12 C_{11} ( 2 \bar e^2 + 2 \delta^2 ) + C_{12} ( \bar e^2 - \delta^2 )$. Altogether,
\begin{equation}
u = M \bar e^2 + ( C_{11} - C_{12} ) \delta^2 .
\end{equation}
The mean strain is governed by $M$ and the difference by another constant, which relaxation does not alter. When $\delta = 0$ and there is no in-plane shear, the in-plane strain is $e$ times the unit matrix. It looks the same from any pair of perpendicular axes in the plane, so turning the axes about $z$ leaves $M$ unchanged.

Changing the plane of the film is another matter. Let the normal be $\mathbf n = ( 1 , 1 , 1 ) / \sqrt 3$ and let the in-plane strains again be $e$. A third of a turn about $\mathbf n$ leaves the crystal and the imposed strain as they were. The energy is a positive quadratic form, so the minimum is unique and must have the same symmetry. A shear that tilts the normal towards some in-plane direction would not have it. The strain is therefore $\varepsilon_{ij} = e \, \delta_{ij} + d \, n_i n_j$, with $\delta_{ij}$ the unit matrix and one free number $d$. Along the cube axes each normal strain is $e + d/3$ and each shear is $d/3$. The normal strains are equal, so they cost volume energy alone, $\frac16 B t^2$ with $B = C_{11} + 2 C_{12}$ and $t = 3 e + d$. The three shears cost $2 C_{44} \times 3 ( d/3 )^2$. Thus
\begin{equation}
u = \tfrac16 B ( 3 e + d )^2 + \tfrac23 C_{44} d^2 .
\end{equation}
Setting the derivative $\frac13 B ( 3 e + d ) + \frac43 C_{44} d$ to zero gives
\begin{equation}
d = - \frac{3 B e}{B + 4 C_{44}} , \qquad 3 e + d = \frac{12 C_{44} e}{B + 4 C_{44}} ,
\end{equation}
and insertion into the energy gives
\begin{equation}
\frac{u}{e^2} = \frac{24 B C_{44}^2 + 6 B^2 C_{44}}{( B + 4 C_{44} )^2}
= \frac{6 C_{44} ( C_{11} + 2 C_{12} )}{C_{11} + 2 C_{12} + 4 C_{44}} = M_{111} .
\end{equation}
For the example this is $6 \times 60 \times 220 / 460 = 172.2$ GPa, a third more than on (001). In a crystal such as diamond, with two atoms in the cell, this strain also shifts one sublattice against the other along $\mathbf n$, and $C_{44}$ must be the value with that shift relaxed. The (001) film changes its shape through $C_{11} - C_{12}$, the (111) film through $C_{44}$. The two moduli agree when $C_{44} = \frac12 ( C_{11} - C_{12} )$, the condition for an elastically isotropic crystal: then $B + 4 C_{44} = 3 C_{11}$ and $M_{111}$ reduces to $M$. Here that value would be 35 GPa. The actual 60 GPa is larger, and $M_{111}$ increases with $C_{44}$.

All this rests on an energy of second order in the strain. An atomic model illustrates one source of higher terms, the nonlinear relation between the stretch of the crystal and the strain measure that enters its energy. In the Keating model of the diamond structure, each atom has four bonds $\mathbf r_i$, of unstrained length $\ell$ with $\ell^2 = 3 a_{\mathrm f}^2 / 16$, and the energy of the two-atom cell is
\begin{equation}
U = \frac{3 \alpha}{8 \ell^2} \sum_{\text{4 bonds}} ( r_i^2 - \ell^2 )^2
+ \frac{3 \beta}{8 \ell^2} \sum_{\text{12 angles}} \left( \mathbf r_i \cdot \mathbf r_j + \tfrac13 \ell^2 \right)^2 .
\end{equation}
Stretch the cube axes by factors $\lambda_m$ and define $\eta_m = \frac12 ( \lambda_m^2 - 1 )$. The unstrained bonds are $\frac14 a_{\mathrm f}$ times $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, with reversed signs at the second atom. The stretched crystal keeps the half turns about the three cube axes through each atom. No nonzero vector is unchanged by all three, so no force acts to shift one sublattice against the other, and each bond component is simply multiplied by its $\lambda_m$. With $T = \sum_m \eta_m$, every bond bracket equals $\frac18 a_{\mathrm f}^2 T$. The angle brackets equal $\frac18 a_{\mathrm f}^2 ( 2 \eta_m - T )$, four for each $m$. Since $3 / ( 8 \ell^2 ) = 2 / a_{\mathrm f}^2$ and $\sum_m ( 2 \eta_m - T )^2 = 4 \sum_m \eta_m^2 - T^2$, division by the cell volume $a_{\mathrm f}^3 / 4$ gives
\begin{equation}
u = \frac{1}{2 a_{\mathrm f}} \left[ ( \alpha - \beta ) T^2 + 4 \beta \sum_m \eta_m^2 \right] .
\end{equation}
This is the cubic energy $\frac12 C_{12} T^2 + \frac12 ( C_{11} - C_{12} ) \sum_m \eta_m^2$, with $C_{12} = ( \alpha - \beta ) / a_{\mathrm f}$, $C_{11} - C_{12} = 4 \beta / a_{\mathrm f}$, and $\eta_m$ in place of the small strains. The example's $C_{11}$ and $C_{12}$ require $\beta = 9.8$ N/m and $\alpha = 37.8$ N/m. These two constants also fix the model's $C_{44}$, at 55.6 GPa with the sublattice shift relaxed (85 GPa without it) rather than the example's 60 GPa, so the model stands for the example only in the (001) film, where $C_{44}$ does not enter.

The film has $\lambda_x = \lambda_y = 1 + e$, so its in-plane $\eta$ is $e + \frac12 e^2$. The minimisation over $\eta_z$ is the one already done, and
\begin{equation}
u = M \left( e + \tfrac12 e^2 \right)^2 = M e^2 \left( 1 + e + \tfrac14 e^2 \right) .
\end{equation}
Relative to $M e^2$ the correction is $e$ to leading order. A numerical least-squares minimisation at the full misfit, with the normal strain, the two shears and a relative shift of the two sublattices all free, gives $u = 40.2$ MJ/m$^3$ and a normal strain of 1.46\,\%, against 40.9 MJ/m$^3$ and 1.49\,\% from Eq.~\eqref{eq:summary}. The energy is 1.8\,\% lower, as the formula says, and at half the misfit the difference is 0.9\,\%. Both the size and the sign of this correction belong to the model, whose energy has no cubic terms in the $\eta_m$. A real crystal has such terms, described by its third-order elastic constants, and they can make the correction larger and reverse its sign, so that a compressed film costs more than $M e^2$.

The substrate was taken as rigid. If it has thickness $h_{\mathrm s}$ and modulus $M_{\mathrm s}$, is held flat and takes up a strain $s$, the film strain is $e + s$ to leading order, and the energy per area is $h M ( e + s )^2 + h_{\mathrm s} M_{\mathrm s} s^2$. Its minimum is at $s = - h M e / ( h M + h_{\mathrm s} M_{\mathrm s} )$, which is negligible when $h M \ll h_{\mathrm s} M_{\mathrm s}$. A substrate free to bend takes up about four times this strain at the interface in that limit, which is negligible under the same condition. The assumption of a laterally uniform film fails at its side faces: a free side face normal to $x$ requires $\sigma_{xx} = 0$ there, which contradicts $\sigma_{xx} = M e$, so the strain near such a face must vary with position. The flat top surface has a limit of its own: a gentle undulation relieves stress, and beyond a certain wavelength this gain exceeds the cost in surface energy. For the example, with a surface energy of 1 J/m$^2$, a substrate of the same elastic constants and a wave along a cube axis, that wavelength is about 70 nm, so where atoms can move along the surface during growth the film may roughen or form islands.

Numerical values quoted here were computed with a short program.
